# Diffusion Monte Carlo for an exciton with unequal masses: verification in Python

```python
"""
Diffusion Monte Carlo (DMC) for an electron and a hole of unequal mass.
Result under test: moving particle i with noise variance tau/m_i and drift
(tau/m_i) grad_i ln(psi) gives the exciton energy -mu/2, mu = reduced mass.
If the walk uses a wrong reduced mass mu_walk but the local energy keeps mu,
it gives E_V - (mu_walk/mu) (E_V - E_0) instead.
Symbols: psi = exp(-a r) guiding function, a = g mu, r = distance,
E_V = variational energy of psi, E_0 = -mu/2, tau = time step.
Units: hbar = e = 4 pi epsilon_0 = electron mass = 1, energy in hartree.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal

G = 1.3
SCALED_STEP = 0.04
WALKERS = 1200
BURN_IN = 500
BLOCK = 200


def reduced_mass(masses):
    return masses[0] * masses[1] / (masses[0] + masses[1])


def local_energy(r, a, mu):
    return -a**2 / (2 * mu) + (a / mu - 1) / r


def distance_and_drift(x, a, masses):
    """x has shape (particle, Cartesian component, walker)."""
    separation = x[0] - x[1]
    r = np.sqrt(np.einsum("ck,ck->k", separation, separation))
    unit = separation / r
    velocity = np.empty_like(x)
    velocity[0] = -a / masses[0] * unit
    velocity[1] = a / masses[1] * unit
    return r, velocity


def propose(x, velocity, tau, masses, rng):
    width = np.sqrt(tau / np.array(masses, dtype=float))[:, None, None]
    noise = rng.standard_normal(x.shape)
    return x + tau * velocity + width * noise, noise, width


def run(masses, seed, walk_masses=None, scaled_step=SCALED_STEP,
        steps=4000, branching=True):
    """Return mean energy, blocked standard error, acceptance fraction."""
    rng = np.random.default_rng(seed)
    walk_masses = masses if walk_masses is None else walk_masses
    mu = reduced_mass(masses)
    a, tau = G * mu, scaled_step / mu
    direction = rng.standard_normal((3, WALKERS))
    direction /= np.linalg.norm(direction, axis=0)
    x = np.zeros((2, 3, WALKERS))
    x[0] = direction * rng.gamma(3.0, 1 / (2 * a), WALKERS)
    r, velocity = distance_and_drift(x, a, walk_masses)
    energy = local_energy(r, a, mu)
    reference = energy.mean()
    weight = np.ones(WALKERS)
    record = np.empty(steps)
    accepted = 0
    for step in range(BURN_IN + steps):
        new, noise, width = propose(x, velocity, tau, walk_masses, rng)
        r_new, velocity_new = distance_and_drift(new, a, walk_masses)
        back = (x - new - tau * velocity_new) / width
        log_ratio = (-2 * a * (r_new - r)
                     + 0.5 * np.einsum("ick,ick->k", noise, noise)
                     - 0.5 * np.einsum("ick,ick->k", back, back))
        accept = -rng.standard_exponential(WALKERS) < log_ratio
        x = np.where(accept, new, x)
        velocity = np.where(accept, velocity_new, velocity)
        r = np.where(accept, r_new, r)
        old_energy = energy
        energy = local_energy(r, a, mu)
        if branching:
            weight *= np.exp(-tau * (0.5 * (old_energy + energy) - reference))
        if step >= BURN_IN:
            record[step - BURN_IN] = weight @ energy / weight.sum()
            accepted += np.count_nonzero(accept)
        if branching and step % 10 == 9:
            # systematic resampling: equal weights, fixed walker number
            total = np.cumsum(weight)
            marks = (np.arange(WALKERS) + rng.random()) * total[-1] / WALKERS
            chosen = np.minimum(np.searchsorted(total, marks), WALKERS - 1)
            x, velocity = x[:, :, chosen], velocity[:, :, chosen]
            r, energy = r[chosen], energy[chosen]
            weight = np.ones(WALKERS)
    blocks = record.reshape(-1, BLOCK).mean(axis=1)
    error = blocks.std(ddof=1) / np.sqrt(len(blocks))
    return blocks.mean(), error, accepted / (steps * WALKERS)


def radial_ground_energy(mu_walk, a, mu):
    """Lowest s energy of the operator that the walk really projects with."""
    h = 0.01 / mu
    r = h * np.arange(1, 4001)
    laplacian_ratio = a**2 - 2 * a / r
    potential = local_energy(r, a, mu) + laplacian_ratio / (2 * mu_walk)
    diagonal = 1 / (mu_walk * h**2) + potential
    off_diagonal = np.full(len(r) - 1, -1 / (2 * mu_walk * h**2))
    return eigh_tridiagonal(diagonal, off_diagonal, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


# Local energy and drift from finite differences in all six coordinates.
masses = (1.0, 3.0)
mu = reduced_mass(masses)
total_mass = sum(masses)
a = G * mu
tau = SCALED_STEP / mu
point = np.array([[0.7, -0.4, 0.5], [-0.3, 0.2, -0.6]])


def log_psi(x):
    return -a * np.linalg.norm(x[0] - x[1])


h = 1e-3
kinetic = 0.0
drift_fd = np.zeros((2, 3))
for i in range(2):
    for c in range(3):
        shift = np.zeros((2, 3))
        shift[i, c] = h
        up, down = log_psi(point + shift), log_psi(point - shift)
        centre = log_psi(point)
        second = (np.exp(up - centre) + np.exp(down - centre) - 2) / h**2
        kinetic -= second / (2 * masses[i])
        drift_fd[i, c] = (up - down) / (2 * h * masses[i])
r_point, drift_point = distance_and_drift(point[:, :, None], a, masses)
energy_fd = kinetic - 1 / r_point[0]
energy_formula = local_energy(r_point[0], a, mu)
assert abs(energy_fd - energy_formula) < 1e-5
assert np.allclose(drift_fd, drift_point[:, :, 0], atol=1e-5)

# Moments of the two-particle step in centre-of-mass and relative coordinates.
samples = 200000
rng = np.random.default_rng(11)
start = np.repeat(point[:, :, None], samples, axis=2)
_, start_drift = distance_and_drift(start, a, masses)
moved, _, _ = propose(start, start_drift, tau, masses, rng)
change = moved - start
centre_step = (masses[0] * change[0] + masses[1] * change[1]) / total_mass
relative_step = change[0] - change[1]
var_centre = centre_step.var(axis=1).mean()
var_relative = relative_step.var(axis=1).mean()
correlation = max(abs(np.corrcoef(centre_step[c], relative_step[c])[0, 1])
                  for c in range(3))
centre_drift = np.abs(centre_step.mean(axis=1)).max()
unit_point = (point[0] - point[1]) / r_point[0]
assert abs(var_centre * total_mass / tau - 1) < 0.015
assert abs(var_relative * mu / tau - 1) < 0.015
assert correlation < 0.01
assert centre_drift < 6 * np.sqrt(tau / total_mass / samples)
assert np.allclose(relative_step.mean(axis=1), -tau * a / mu * unit_point,
                   atol=6 * np.sqrt(tau / mu / samples))

# Variational energy by quadrature; true and wrong-mass energies on a grid.
norm = quad(lambda r: r**2 * np.exp(-2 * a * r), 0, np.inf)[0]
numerator = quad(lambda r: r**2 * np.exp(-2 * a * r)
                 * (-a**2 / (2 * mu) + a / (mu * r) - 1 / r), 0, np.inf)[0]
ev_quad = numerator / norm
e0 = -mu / 2
ev = mu * (G**2 / 2 - G)
assert abs(ev_quad - ev) < 1e-7
e0_grid = radial_ground_energy(mu, a, mu)
assert abs(e0_grid - e0) < 1e-4

print("Units: hartree atomic units, electron mass = 1")
print(f"guiding exponent a/mu = {G:.2f}; tau*mu = {SCALED_STEP:.3f}")
print(f"walkers = {WALKERS}; burn-in steps = {BURN_IN}; block = {BLOCK} steps")
print("Checks for m_h/m_e = 3:")
print(f"  mu = {mu:.4f} m_e; M = {total_mass:.1f} m_e; a = {a:.4f} 1/bohr")
print(f"  tau = {tau:.5f} hbar/hartree")
print(f"  test distance r = {r_point[0]:.5f} bohr")
print(f"  E_L finite difference = {energy_fd:.6f} hartree")
print(f"  E_L formula           = {energy_formula:.6f} hartree")
print(f"  step variance of R: sampled {var_centre:.5f},"
      f" tau/M {tau / total_mass:.5f} bohr^2")
print(f"  step variance of r: sampled {var_relative:.5f},"
      f" tau/mu {tau / mu:.5f} bohr^2")
print(f"  largest |correlation| of R and r steps = {correlation:.4f}")
print(f"  E_V quadrature = {ev_quad:.6f} hartree; formula = {ev:.6f}")
print(f"  E_0 radial grid = {e0_grid:.6f} hartree; -mu/2 = {e0:.6f}")

# Tolerance: four standard errors plus 0.003 mu for the finite time step,
# which is small against the variational error 0.045 mu to be removed.
print("DMC, 4000 steps: m_h/m_e, mu, E_V, E_DMC, error, -mu/2 (hartree)")
for number, ratio in enumerate((1.0, 3.0, 10.0, 100.0)):
    pair = (1.0, ratio)
    m = reduced_mass(pair)
    e_dmc, err, acceptance = run(pair, seed=100 + number)
    e_var = m * (G**2 / 2 - G)
    print(f"  {ratio:5.0f} {m:.5f} {e_var:.5f} {e_dmc:.5f}"
          f" {err:.5f} {-m / 2:.5f}; accepted {100 * acceptance:.2f} %")
    assert err < 0.004 * m
    assert abs(e_dmc + m / 2) < 4 * err + 0.003 * m
    assert e_var - e_dmc > 5 * err

print("Further runs for m_h/m_e = 3 (hartree):")
e_vmc, err, _ = run(masses, seed=201, steps=2000, branching=False)
print(f"  no branching, 2000 steps: {e_vmc:.5f} +- {err:.5f}; E_V {ev:.5f}")
assert abs(e_vmc - ev) < 5 * err

e_long, err, acceptance = run(masses, seed=202, steps=2000,
                              scaled_step=4 * SCALED_STEP)
print(f"  tau*mu = {4 * SCALED_STEP:.2f}, 2000 steps: {e_long:.5f}"
      f" +- {err:.5f}; accepted {100 * acceptance:.2f} %")
assert abs(e_long - e0) < 0.5 * (ev - e0)

for label, wrong, sign, seed in (("both mass 1", (1.0, 1.0), 1, 203),
                                 ("both mass 2", (2.0, 2.0), -1, 204)):
    mu_walk = reduced_mass(wrong)
    predicted = ev - mu_walk / mu * (ev - e0)
    grid_value = radial_ground_energy(mu_walk, a, mu)
    assert abs(grid_value - predicted) < 1e-4
    e_wrong, err, _ = run(masses, seed=seed, walk_masses=wrong)
    print(f"  {label}: mu_walk = {mu_walk:.3f} m_e;"
          f" DMC {e_wrong:.5f} +- {err:.5f}")
    print(f"    predicted {predicted:.5f}; radial grid {grid_value:.5f}")
    assert abs(e_wrong - predicted) < 4 * err + 0.003 * mu
    assert sign * (e_wrong - e0) > 2 * err

print("no test failed")
```

Running it gives:

```
Units: hartree atomic units, electron mass = 1
guiding exponent a/mu = 1.30; tau*mu = 0.040
walkers = 1200; burn-in steps = 500; block = 200 steps
Checks for m_h/m_e = 3:
  mu = 0.7500 m_e; M = 4.0 m_e; a = 0.9750 1/bohr
  tau = 0.05333 hbar/hartree
  test distance r = 1.60312 bohr
  E_L finite difference = -0.446615 hartree
  E_L formula           = -0.446615 hartree
  step variance of R: sampled 0.01333, tau/M 0.01333 bohr^2
  step variance of r: sampled 0.07103, tau/mu 0.07111 bohr^2
  largest |correlation| of R and r steps = 0.0046
  E_V quadrature = -0.341250 hartree; formula = -0.341250
  E_0 radial grid = -0.374991 hartree; -mu/2 = -0.375000
DMC, 4000 steps: m_h/m_e, mu, E_V, E_DMC, error, -mu/2 (hartree)
      1 0.50000 -0.22750 -0.24991 0.00043 -0.25000; accepted 99.19 %
      3 0.75000 -0.34125 -0.37524 0.00052 -0.37500; accepted 99.18 %
     10 0.90909 -0.41364 -0.45630 0.00061 -0.45455; accepted 99.20 %
    100 0.99010 -0.45050 -0.49601 0.00077 -0.49505; accepted 99.19 %
Further runs for m_h/m_e = 3 (hartree):
  no branching, 2000 steps: -0.34108 +- 0.00047; E_V -0.34125
  tau*mu = 0.16, 2000 steps: -0.38130 +- 0.00032; accepted 94.76 %
  both mass 1: mu_walk = 0.500 m_e; DMC -0.36491 +- 0.00039
    predicted -0.36375; radial grid -0.36373
  both mass 2: mu_walk = 1.000 m_e; DMC -0.38654 +- 0.00039
    predicted -0.38625; radial grid -0.38625
no test failed
```
